# Step meandering in step-flow growth from asymmetric attachment: verification in Python

```python
"""
Result under test: steps growing by step flow meander when atoms attach less
easily from the upper terrace (d_up > d_low), stiffness damps short waves, and
the fastest in-phase wavelength at long wave is
    4 pi sqrt(D ceq capillary L / (F width (d_up - d_low))),
    L = width + d_low + d_up.
D: adatom diffusion constant; F: deposition flux (atoms/area/time);
area: area per atom in the growing layer; ceq: equilibrium adatom density;
capillary: area*stiffness/(kB T); width: terrace width;
d_low, d_up: D divided by attachment speed from lower and upper terrace;
q: wave number along the step; phase: phase shift from one step to the next.
The independent side solves diffusion between curved steps on a spectral grid.
Ge(111) energies, stiffness and attempt rate are rough illustrative inputs.
"""
from collections import namedtuple
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.optimize import minimize_scalar, brentq

System = namedtuple("System", "D F area ceq capillary width d_low d_up")
KB = boltzmann / charge  # eV/K


def chebyshev(n):
    k = np.arange(n + 1)
    s = (1 - np.cos(np.pi * k / n)) / 2
    c = np.ones(n + 1)
    c[[0, -1]] = 2
    c *= (-1.0) ** k
    mat = np.outer(c, 1 / c) / (s[:, None] - s[None, :] + np.eye(n + 1))
    return s, mat - np.diag(mat.sum(axis=1))


def fourier(n):  # n odd
    k = np.arange(n)
    theta = 2 * np.pi * k / n
    diff = k[:, None] - k[None, :]
    safe = np.where(diff == 0, 1, diff)
    mat = (-1.0) ** diff / (2 * np.sin(np.pi * safe / n))
    mat[diff == 0] = 0
    return theta, mat


S_GRID, S_DER = chebyshev(14)
THETA, T_DER = fourier(9)


def solve_terrace(p, q, phase=0.0, rel_amp=2e-4, drift=0.0):
    """Complex growth rate and peak density from the curved-step problem."""
    nx, ns = len(THETA), len(S_GRID)
    eps = rel_amp * p.width
    low = eps * np.cos(THETA)
    top = p.width + eps * np.cos(THETA + phase)
    low_x = -eps * q * np.sin(THETA)
    top_x = -eps * q * np.sin(THETA + phase)
    dz = np.kron(S_DER, np.eye(nx)) / np.tile(top - low, ns)[:, None]
    tilt = (np.outer(1 - S_GRID, low_x) + np.outer(S_GRID, top_x)).ravel()
    dx = q * np.kron(np.eye(ns), T_DER) - tilt[:, None] * dz
    mat = dx @ dx + dz @ dz + drift / p.D * dz
    rhs = np.full(nx * ns, -p.F / p.D)
    eye = np.eye(nx * ns)
    # gradient form of the current towards -z, including frame motion
    current = dz - tilt[:, None] * dx + drift / p.D * eye
    i_low, i_top = np.arange(nx), np.arange(nx * (ns - 1), nx * ns)
    arc_low, arc_top = np.sqrt(1 + low_x**2), np.sqrt(1 + top_x**2)
    curv_low = eps * q**2 * np.cos(THETA) / arc_low**3
    curv_top = eps * q**2 * np.cos(THETA + phase) / arc_top**3
    mat[i_low] = p.d_low * current[i_low] - arc_low[:, None] * eye[i_low]
    rhs[i_low] = -arc_low * p.ceq * (1 + p.capillary * curv_low)
    mat[i_top] = p.d_up * current[i_top] + arc_top[:, None] * eye[i_top]
    rhs[i_top] = arc_top * p.ceq * (1 + p.capillary * curv_top)
    density = np.linalg.solve(mat, rhs)
    wave = np.exp(-1j * THETA) * 2 / (nx * eps)
    gain_low = np.sum(wave * (current[i_low] @ density))
    gain_top = np.sum(wave * (current[i_top] @ density)) * np.exp(-1j * phase)
    return p.area * p.D * (gain_low - gain_top), density.max()


def dispersion(p, q, phase=0.0):
    """Derived linear growth rate."""
    s = p.d_low + p.d_up
    L = p.width + s
    sh, ch = np.sinh(q * p.width), np.cosh(q * p.width)
    den = (1 + p.d_low * p.d_up * q**2) * sh + s * q * ch
    gap = ch - np.cos(phase)
    flux = p.area * p.F * q * (p.d_up - p.d_low) / (den * L) * (
        p.width * (p.width / 2 + s) * q * sh - s * gap)
    damp = p.area * p.D * p.ceq * p.capillary * q**3 / den * (
        2 * gap + s * q * sh)
    f_low = (p.width / 2 + p.d_up) / L
    f_up = (p.width / 2 + p.d_low) / L
    travel = p.area * p.F * q / den * np.sin(phase) * (
        s + p.width * (f_low + f_up))
    return flux - damp + 1j * travel


def long_wave(p):
    L = p.width + p.d_low + p.d_up
    alpha = p.area * p.F * p.width**2 * (p.d_up - p.d_low) / (2 * L)
    beta = p.area * p.D * p.ceq * p.capillary * p.width
    return alpha, beta


def fastest(rate, guess):
    res = minimize_scalar(lambda x: -rate(x * guess), bounds=(0.3, 2.0),
                          method="bounded", options={"xatol": 1e-7})
    return res.x * guess


# Step free energy: cost of adding area equals stiffness times curvature
n_pts = 400
x = 2 * np.pi * np.arange(n_pts) / n_pts
h = x[1]
profile = 0.3 * np.sin(x)


def line_energy(z):
    dzeta = np.roll(z, -1) - z
    angle = np.arctan(dzeta / h)
    return np.sum((1 + 0.05 * np.cos(3 * angle)) * np.hypot(h, dzeta))


site, bump = 70, np.zeros(n_pts)
bump[site] = 1e-5
cost = (line_energy(profile + bump) - line_energy(profile - bump)) / (2e-5 * h)
slope = 0.3 * np.cos(x[site])
ang = np.arctan(slope)
stiff_test = 1 + 0.05 * np.cos(3 * ang) - 0.45 * np.cos(3 * ang)
curv = 0.3 * np.sin(x[site]) / (1 + slope**2) ** 1.5
assert abs(cost / (stiff_test * curv) - 1) < 2e-3  # grid error of order h^2

# Lattice hopping: a slow last hop gives d_up = a*(exp(Es/kT)-1)
n_chain, boltz = 1000, 301.0
hop = -2 * np.eye(n_chain - 1) + np.eye(n_chain - 1, k=1) + np.eye(
    n_chain - 1, k=-1)
hop[-1, -1] = -(1 + 1 / boltz)
occupation = np.linalg.solve(hop, -np.ones(n_chain - 1))
share_chain = occupation[0] / n_chain
share_formula = (n_chain / 2 + boltz - 1) / (n_chain + boltz - 1)
assert abs(share_chain - share_formula) < 2 / n_chain  # lattice spacing error

# Dispersion relation against curved-step solutions
model = System(1.0, 1.0, 1.0, 1.0, 0.05, 1.0, 0.3, 2.0)
worst = 0.0
for q in (0.5, 1.5, 3.0):
    for phase in (0.0, 1.0, np.pi):
        worst = max(worst, abs(solve_terrace(model, q, phase)[0]
                               - dispersion(model, q, phase)))
assert worst < 1e-5

# Separate long-wave coefficients; tolerance covers terms of order (q width)^2
alpha, beta = long_wave(model)
q = 0.1
only_flux = solve_terrace(model._replace(capillary=0.0), q)[0].real
only_damp = solve_terrace(model._replace(F=0.0), q)[0].real
assert abs(only_flux / (alpha * q**2) - 1) < 0.01
assert abs(only_damp / (-beta * q**4) - 1) < 0.01

# Reversed asymmetry: in-phase waves decay, steps bunch; symmetry: no drive
reverse = model._replace(d_low=2.0, d_up=0.3, capillary=0.0)
for q in (0.5, 1.5, 3.0):
    assert solve_terrace(reverse, q)[0].real < 0
bunching = solve_terrace(reverse, 0.05, np.pi)[0].real
assert bunching > 0
equal = model._replace(d_low=1.0, d_up=1.0)
assert abs(solve_terrace(equal, 1.5, 1.0)[0].real
           - solve_terrace(equal._replace(F=0.0), 1.5, 1.0)[0].real) < 1e-5

# Rough Ge(111) example: nm, eV, s, K
lattice, miscut, layer_rate = 0.566, 0.5, 0.1
attempt, e_diff, e_form, e_step, stiffness = 1e13, 0.80, 0.50, 0.10, 0.30
e_desorb = 3.4
hop_len = lattice / np.sqrt(2)
height = lattice / np.sqrt(3)
atom_area = np.sqrt(3) / 4 * hop_len**2


def germanium(temp, barrier=e_step):
    kt = KB * temp
    return System(
        D=hop_len**2 * attempt / 4 * np.exp(-e_diff / kt),
        F=layer_rate / atom_area, area=atom_area,
        ceq=np.exp(-e_form / kt) / atom_area,
        capillary=atom_area * stiffness / kt,
        width=height / np.tan(np.radians(miscut)),
        d_low=0.0, d_up=hop_len * np.expm1(barrier / kt))


def selected(p):
    a, b = long_wave(p)
    return fastest(lambda k: dispersion(p, k).real, np.sqrt(a / (2 * b)))


temp = 700.0
kt = KB * temp
ge = germanium(temp)
alpha, beta = long_wave(ge)
q_long = np.sqrt(alpha / (2 * beta))
q_best = selected(ge)
q_num = fastest(lambda k: solve_terrace(ge, k, rel_amp=5e-3)[0].real, q_long)
rate_best = dispersion(ge, q_best).real
rate_num = solve_terrace(ge, q_best, rel_amp=5e-3)[0].real
assert abs(q_num / q_best - 1) < 0.01  # flat maximum limits the location
assert abs(rate_num / rate_best - 1) < 2e-3
L_ge = ge.width + ge.d_low + ge.d_up
lam_formula = 4 * np.pi * np.sqrt(ge.D * ge.ceq * ge.capillary * L_ge
                                  / (ge.F * ge.width * (ge.d_up - ge.d_low)))
lam_num = 2 * np.pi / q_num
assert abs(lam_formula / lam_num - 1) < 0.10  # finite q*width
slow = ge._replace(F=ge.F / 100)
q_slow_long = q_long / 10
error_now = abs(q_best / q_long - 1)
error_slow = abs(selected(slow) / q_slow_long - 1)
assert error_slow < error_now / 50
scan = np.linspace(0.05, 4, 400) * q_best
curve = dispersion(ge, scan).real
assert np.sum(np.diff(np.sign(np.diff(curve))) != 0) == 1
q_cut = brentq(lambda k: dispersion(ge, k).real, q_best, 4 * q_best)
phase_rates = [solve_terrace(ge, q_best, f, 1e-3)[0].real
               for f in (0.0, np.pi / 2, np.pi)]
assert phase_rates[0] > phase_rates[1] > phase_rates[2]
rate_half = solve_terrace(ge, 2 * q_best, rel_amp=5e-3)[0].real
assert rate_half < 0

# Neglected effects
speed = ge.area * ge.F * ge.width
rate_drift = solve_terrace(ge, q_best, rel_amp=5e-3, drift=speed)[0].real
drift_change = rate_drift / rate_num - 1
assert abs(drift_change) < 0.05
peak = solve_terrace(ge, q_best)[1]
f_low = (ge.width / 2 + ge.d_up) / L_ge
excess = ge.F * (ge.width * f_low) ** 2 / (2 * ge.D)
assert abs((peak - ge.ceq) / excess - 1) < 0.02  # peak read off a grid
drive = kt * np.log(peak / ge.ceq)
r_scale = atom_area * stiffness / drive
island = minimize_scalar(
    lambda r: -(2 * np.pi * r * stiffness - np.pi * r**2 * drive / atom_area),
    bounds=(0, 3 * r_scale), method="bounded")
barrier = -island.fun
assert abs(barrier / (np.pi * stiffness**2 * atom_area / drive) - 1) < 1e-4
desorbed = peak * attempt * np.exp(-e_desorb / kt) / ge.F
# edge diffusion: smoothing by curvature gradients along a curved line
eps, qe = 1e-4, 1.3
arc = np.sqrt(1 + (eps * qe * np.sin(THETA)) ** 2)
curvature = eps * qe**2 * np.cos(THETA) / arc**3
smooth = qe * T_DER @ (qe * T_DER @ curvature / arc)
edge_coeff = 2 * np.mean(smooth * np.cos(THETA)) / eps
assert abs(edge_coeff / -qe**4 - 1) < 1e-5
edge_transport = hop_len * attempt / 2 * np.exp(-(e_diff + e_form) / kt)
edge_ratio = edge_transport / (ge.D * ge.ceq * ge.width)
edge_lower = kt * np.log(1 / edge_ratio)

print(f"Largest dispersion error, model units: {worst:.1e}")
print(f"Lower-side share, lattice chain: {share_chain:.4f}")
print(f"Lower-side share, formula: {share_formula:.4f}")
print(f"Bunching rate, reversed asymmetry, model units: {bunching:.3f}")
print(f"Temperature: {temp:.0f} K; kB T: {kt:.5f} eV")
print(f"Lattice constant (rough): {lattice:.3f} nm")
print(f"Hop length: {hop_len:.3f} nm; bilayer height: {height:.3f} nm")
print(f"Area per atom: {atom_area:.4f} nm^2")
print(f"Miscut: {miscut:.1f} degree; terrace width: {ge.width:.2f} nm")
print(f"Deposition: {layer_rate:.2f} bilayer/s = {ge.F:.3f} atoms/nm^2/s")
print(f"Attempt rate (rough): {attempt:.0e} 1/s")
print(f"Diffusion barrier (rough): {e_diff:.2f} eV")
print(f"Adatom formation energy (rough): {e_form:.2f} eV")
print(f"Extra step-edge barrier (rough): {e_step:.2f} eV")
print(f"Step stiffness (rough): {stiffness:.2f} eV/nm")
print(f"Diffusion constant: {ge.D:.3e} nm^2/s")
print(f"Equilibrium adatom density: {ge.ceq:.3e} 1/nm^2")
print(f"Capillary length: {ge.capillary:.3f} nm")
print(f"Attachment lengths low, up: {ge.d_low:.2f}, {ge.d_up:.3f} nm")
print(f"Share arriving from lower terrace: {f_low:.4f}")
print(f"Step speed: {speed:.3f} nm/s")
print(f"alpha: {alpha:.3f} nm^2/s; beta: {beta:.1f} nm^4/s")
print(f"Selected wavelength, long-wave formula: {lam_formula:.1f} nm")
print(f"Selected wavelength, full dispersion: {2*np.pi/q_best:.1f} nm")
print(f"Selected wavelength, curved-step solver: {lam_num:.1f} nm")
print(f"Full-dispersion wavelength: {20*np.pi/q_best:.0f} angstrom")
print(f"q times terrace width at maximum: {q_best*ge.width:.3f}")
print(f"Long-wave error in q: {100*error_now:.2f} percent")
print(f"Same error at flux/100: {100*error_slow:.4f} percent")
print(f"Cutoff wavelength, full dispersion: {2*np.pi/q_cut:.1f} nm")
print(f"Maximum growth rate, full: {rate_best:.3e} 1/s")
print(f"Maximum growth rate, long-wave: {alpha**2/(4*beta):.3e} 1/s")
print(f"Time for amplitude factor e: {1/rate_best:.0f} s")
print(f"Deposit for factor e: {layer_rate/rate_best:.1f} bilayers")
print(f"Thickness for factor e: {height*layer_rate/rate_best:.1f} nm")
print(f"Growth rate at half the wavelength: {rate_half:.3e} 1/s")
for name, value in zip(("0", "pi/2", "pi"), phase_rates):
    print(f"Growth rate at selected q, phase {name}: {value:.3e} 1/s")
for t in (650.0, 750.0):
    g = germanium(t)
    k = selected(g)
    print(f"At {t:.0f} K: wavelength {2*np.pi/k:.1f} nm, factor e after "
          f"{layer_rate/dispersion(g, k).real:.1f} bilayers")
g = germanium(temp, 0.05)
k = selected(g)
print(f"Step barrier 0.05 eV, 700 K: wavelength {2*np.pi/k:.1f} nm, "
      f"factor e after {layer_rate/dispersion(g, k).real:.1f} bilayers")
print(f"Advection changes growth rate by: {100*drift_change:.2f} percent")
print(f"Quasi-static ratio rate/(D q^2): {rate_best/(ge.D*q_best**2):.1e}")
print(f"Peak supersaturation: {peak/ge.ceq-1:.4f}")
print(f"Island barrier: {barrier:.2f} eV = {barrier/kt:.1f} kB T")
print(f"Desorption energy (rough): {e_desorb:.1f} eV")
print(f"Desorption loss divided by flux: {desorbed:.1e}")
print(f"Edge/terrace damping, equal total barriers: {edge_ratio:.4f}")
print(f"Edge barrier reduction for equal damping: {edge_lower:.3f} eV")
print("all assertions hold")
```

Running it gives:

```
Largest dispersion error, model units: 7.4e-08
Lower-side share, lattice chain: 0.6148
Lower-side share, formula: 0.6154
Bunching rate, reversed asymmetry, model units: 0.716
Temperature: 700 K; kB T: 0.06032 eV
Lattice constant (rough): 0.566 nm
Hop length: 0.400 nm; bilayer height: 0.327 nm
Area per atom: 0.0694 nm^2
Miscut: 0.5 degree; terrace width: 37.45 nm
Deposition: 0.10 bilayer/s = 1.442 atoms/nm^2/s
Attempt rate (rough): 1e+13 1/s
Diffusion barrier (rough): 0.80 eV
Adatom formation energy (rough): 0.50 eV
Extra step-edge barrier (rough): 0.10 eV
Step stiffness (rough): 0.30 eV/nm
Diffusion constant: 6.963e+05 nm^2/s
Equilibrium adatom density: 3.623e-03 1/nm^2
Capillary length: 0.345 nm
Attachment lengths low, up: 0.00, 1.700 nm
Share arriving from lower terrace: 0.5217
Step speed: 3.745 nm/s
alpha: 3.045 nm^2/s; beta: 2260.0 nm^4/s
Selected wavelength, long-wave formula: 242.1 nm
Selected wavelength, full dispersion: 228.2 nm
Selected wavelength, curved-step solver: 228.2 nm
Full-dispersion wavelength: 2282 angstrom
q times terrace width at maximum: 1.031
Long-wave error in q: 6.08 percent
Same error at flux/100: 0.0565 percent
Cutoff wavelength, full dispersion: 157.8 nm
Maximum growth rate, full: 1.101e-03 1/s
Maximum growth rate, long-wave: 1.025e-03 1/s
Time for amplitude factor e: 908 s
Deposit for factor e: 90.8 bilayers
Thickness for factor e: 29.7 nm
Growth rate at half the wavelength: -6.194e-03 1/s
Growth rate at selected q, phase 0: 1.101e-03 1/s
Growth rate at selected q, phase pi/2: -9.973e-04 1/s
Growth rate at selected q, phase pi: -3.096e-03 1/s
At 650 K: wavelength 70.4 nm, factor e after 9.6 bilayers
At 750 K: wavelength 506.1 nm, factor e after 491.6 bilayers
Step barrier 0.05 eV, 700 K: wavelength 424.5 nm, factor e after 969.6 bilayers
Advection changes growth rate by: -0.10 percent
Quasi-static ratio rate/(D q^2): 2.1e-06
Peak supersaturation: 0.1089
Island barrier: 3.15 eV = 52.2 kB T
Desorption energy (rough): 3.4 eV
Desorption loss divided by flux: 9.2e-15
Edge/terrace damping, equal total barriers: 0.0093
Edge barrier reduction for equal damping: 0.282 eV
all assertions hold
```
